\section*{Orbital-rotation Hessian of the Perdew-Zunger energy and real-to-complex instability}

\section{The expansion}

Q: My Perdew-Zunger calculation with real orbitals has converged, and all gradients vanish. Why should I doubt that it is a minimum?

A: Because the gradient towards complex orbitals vanishes at every real point, and the curvature decides. In Rydberg units ($e^2=2$), with collinear spin, integer occupations and an LSDA or GGA functional,
\begin{equation}
E=E_{\rm DFA}[n_\uparrow,n_\downarrow]-\sum_i\big(U[n_i]+E_{xc}[n_i,0]\big),\qquad n_i=|\psi_i|^2,
\end{equation}
where $U[n]=\tfrac12(n|n)$ and $(f|g)=e^2\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|$. Let $\varphi_p$ be real orthonormal orbitals of one spin ($i,j,k,l$ occupied, $a,b$ virtual, $p,q$ any). Nearby orthonormal sets are
\begin{equation}
\psi_i=\sum_p\varphi_p u_{pi},\qquad u=e^{\kappa},\qquad \kappa=X+iY .
\end{equation}
Unitarity requires $\kappa^\dagger=-\kappa$, so $X$ is real antisymmetric and $Y$ real symmetric; we set $\kappa_{ab}=0$. Replacing $Y$ by $-Y$ conjugates every $\psi_i$ and leaves every $n_i$ unchanged, so $E(X,Y)=E(X,-Y)$. Terms odd in $Y$ are absent: $\partial E/\partial Y=0$ at $Y=0$, converged or not, and the Hessian has no $XY$ block.

Q: That gives the structure, not the blocks. How is the energy expanded when each orbital has its own potential?

A: Through the orbital density matrices $D^i_{pq}=u_{pi}u_{qi}^*$, with $n_i=\sum_{pq}\varphi_p\varphi_qD^i_{pq}$. Let $F$ be the Kohn-Sham matrix of the spin in question, $V^i$ the matrix of the Hartree plus exchange-correlation potential of $(n_i,0)$, and $H^i=F-V^i$; all are real and symmetric. Let $K$ be the second functional derivative of $E_{\rm DFA}$ (Coulomb plus xc kernel, coupling both spins) and $K[n_i]$ that of $U+E_{xc}[n_i,0]$. A Taylor expansion in $\delta D^i$ gives
\begin{equation}
E-E_0=\sum_i{\rm tr}\,H^i\delta D^i+\tfrac12(\delta n|K|\delta n)-\tfrac12\sum_i(\delta n_i|K[n_i]|\delta n_i)+\dots \label{taylor}
\end{equation}
The first term equals $(u^\dagger H^iu)_{ii}-H^i_{ii}$. With $u=1+\kappa+\tfrac12\kappa^2+\dots$,
\begin{equation}
{\rm tr}\,H^i\delta D^i=2\,{\rm Re}(H^i\kappa)_{ii}+(\kappa^\dagger H^i\kappa)_{ii}+{\rm Re}(H^i\kappa^2)_{ii}+O(\kappa^3),
\end{equation}
because each term $(H^iM)_{ii}$ appears with its complex conjugate $(M^\dagger H^i)_{ii}$, for $M=\kappa$ and $M=\tfrac12\kappa^2$. As $H^i$ is real, the linear term is $2\sum_pH^i_{ip}X_{pi}$. The parameter $X_{ai}$ occurs in column $i$ alone. The parameter $X_{kl}=-X_{lk}$, $k>l$, occurs in columns $l$ and $k$ with opposite signs, and $F_{kl}$ cancels:
\begin{equation}
g_{ai}=2H^i_{ai},\qquad g_{kl}=2(H^l_{kl}-H^k_{kl})=2(V^k-V^l)_{kl}.
\end{equation}
A stationary point has $H^i_{ai}=0$ and a symmetric multiplier matrix $\lambda_{ij}=H^j_{ij}$; the symmetry is the localization condition.

Q: And the second-order terms?

A: Let $x_i,y_i$ be the $i$th columns of $X,Y$. Since $H^i$ is symmetric, the cross terms cancel in
\begin{equation}
(\kappa^\dagger H^i\kappa)_{ii}=(x_i-iy_i)^TH^i(x_i+iy_i)=x_i^TH^ix_i+y_i^TH^iy_i .
\end{equation}
Next, $\kappa^2=X^2-Y^2+i(XY+YX)$, so ${\rm Re}(H^i\kappa^2)_{ii}=\sum_pH^i_{ip}(X^2-Y^2)_{pi}$. At a stationary point virtual $p$ drop out, which also removes any term containing $\kappa_{ab}$, and $H^i_{ij}=\lambda_{ij}$. Antisymmetry gives $(X^2)_{ji}=\sum_pX_{jp}X_{pi}=-x_j\cdot x_i$; symmetry gives $(Y^2)_{ji}=+y_j\cdot y_i$. The two signs combine with the sign in $X^2-Y^2$ to give the same term, $-\sum_{ij}\lambda_{ij}\,x_i\cdot x_j-\sum_{ij}\lambda_{ij}\,y_i\cdot y_j$.

The kernel terms need the density change to first order. From $\delta\psi_i=\sum_p\varphi_p(X_{pi}+iY_{pi})$,
\begin{equation}
\delta n_i^{(1)}=2\,{\rm Re}(\varphi_i\,\delta\psi_i)=2\varphi_i\sum_p\varphi_pX_{pi},\qquad
\delta n^{(1)}=2\sum_{ai}\varphi_a\varphi_iX_{ai}.
\end{equation}
In the total density the occupied terms $\varphi_i\varphi_j(X_{ji}+X_{ij})$ cancel. With $K^i_{pq}=(\varphi_i\varphi_p|K[n_i]|\varphi_i\varphi_q)$, Eq.~(\ref{taylor}) becomes $E-E_0=Q_X+Q_Y+o(\kappa^2)$,
\begin{align}
Q_Y&=\sum_iy_i^TH^iy_i-\sum_{ij}\lambda_{ij}\,y_i\cdot y_j, \label{qy}\\
Q_X&=\sum_ix_i^T(H^i-2K^i)x_i-\sum_{ij}\lambda_{ij}\,x_i\cdot x_j+2\sum_{ai,bj}X_{ai}(ai|K|bj)X_{bj}. \label{qx}
\end{align}
The factors 2 are $\tfrac12\cdot2\cdot2$. The Hessians $A^X$, $A^Y$ are the second derivatives of these forms.

Q: No kernel at all in $Q_Y$ looks too cheap. Does that survive gradient corrections?

A: It does, provided the second-order expansion exists; orbital nodes, where this is not obvious, are discussed below. The function $\delta n_i^{(1)}(\mathbf r)$ contains no $Y$, so its gradient contains none either, and the kernel of a GGA acts on nothing else. In matrix terms, the first-order change of $D^i$ due to $Y$ is imaginary and antisymmetric, and $\varphi_p\varphi_q$ picks out the symmetric part. The two spins are coupled in Eq.~(\ref{qx}) through $K$ alone, so $A^Y$ separates into one block per spin. The argument fails for a functional with exact exchange, which depends on $|\gamma(\mathbf r,\mathbf r')|^2$: an imaginary antisymmetric $\delta\gamma^{(1)}$ contributes $|\delta\gamma^{(1)}|^2$ at second order, and an exchange kernel remains.

Q: $Y$ has a diagonal. Are those parameters not mere phases?

A: They are, and they drop out. Collect the terms with $Y_{ii}$ in Eq.~(\ref{qy}). The first sum gives $Y_{ii}^2\lambda_{ii}+2Y_{ii}\sum_{j\ne i}H^i_{ij}Y_{ji}$, the virtual part vanishing with $H^i_{ia}$. The second gives $-\lambda_{ii}Y_{ii}^2$ from $y_i\cdot y_i$ and $-2\sum_{j\ne i}\lambda_{ij}Y_{ii}Y_{ij}$ from the row $p=i$ of $y_i\cdot y_j$ and $y_j\cdot y_i$. The sum is zero, so we put $Y_{ii}=0$. The cancellation uses stationarity.

\section{The blocks}

Q: I need matrix elements between independent parameters.

A: Write $s=-1$ for real and $s=+1$ for imaginary rotations; in the imaginary case every $K$ below is deleted. A parameter $\theta_{ai}$ sits in row $a$ of column $i$. A parameter $\theta_{kl}$, $k>l$, has two entries (row $r$, column $c$, weight $w$), namely $(k,l,1)$ and $(l,k,s)$. Split each column into occupied and virtual rows. The dot products $x_i\cdot x_j$ do not mix the two parts; the forms $x_i^T(H^i-2K^i)x_i$ do.

For two occupied-virtual parameters, the first sum needs $i=j$ and the dot product needs $a=b$:
\begin{equation}
A_{ai,bj}=2\delta_{ij}(H^i-2K^i)_{ab}-2\delta_{ab}\lambda_{ij}+4(ai|K|bj). \label{ovov}
\end{equation}
For one parameter of each kind, the cross term in column $i$ is $2\theta_{ai}(H^i-2K^i)_{ar}\,w\,\theta_{kl}$, present when an entry has $c=i$. The total kernel does not contribute, since $\delta n^{(1)}$ has no occupied part. Stationarity of orbital $r$, $H^r_{ar}=0$, gives $F_{ar}=V^r_{ar}$ and hence $H^i_{ar}=(V^r-V^i)_{ar}$:
\begin{equation}
A_{ai,kl}=2\sum_{(r,c,w)}w\,\delta_{ic}\big[(V^r-V^i)_{ar}-2K^i_{ar}\big]. \label{ovoo}
\end{equation}
For two occupied pairs, let $Z$ be the occupied part of $X$ or $Y$. The Kohn-Sham matrix enters as ${\rm tr}(Z^TFZ)-{\rm tr}(FZ^TZ)$. The first trace is ${\rm tr}(FZZ^T)$, and $ZZ^T=Z^TZ$ because $Z^T=sZ$, so $F$ cancels, as the unitary invariance of $E_{\rm DFA}$ demands. What remains of $H^i$ is $-V^i$, and of $-\lambda_{ij}$ it is $+V^j_{ij}$, symmetric in $i,j$ at stationarity:
\begin{equation}
A_{kl,k'l'}=2\sum_{(r,c,w)}\sum_{(r',c',w')}ww'\big[-\delta_{cc'}(V^c+2K^c)_{rr'}+\delta_{rr'}V^c_{cc'}\big]. \label{oooo}
\end{equation}
Without the self-interaction terms, Eqs.~(\ref{ovoo}) and (\ref{oooo}) vanish and the imaginary Eq.~(\ref{ovov}) is $2(\epsilon_a-\epsilon_i)$ in canonical orbitals. A real LSDA or GGA solution with a positive gap in each spin is therefore locally stable against imaginary rotations; the instability belongs to the correction.

Q: What could make the imaginary occupied block negative?

A: Take the diagonal element of Eq.~(\ref{oooo}). The two entries differ in both row and column, so each pairs with itself, and $w^2=1$:
\begin{equation}
A^Y_{kl,kl}=2\big[V^l_{ll}-V^l_{kk}+V^k_{kk}-V^k_{ll}\big]=2\int(v^k-v^l)(n_k-n_l).
\end{equation}
For a local potential, with $\Delta=n_k-n_l$,
\begin{equation}
A^Y_{kl,kl}=2\Big[(\Delta|\Delta)+\int(v_{xc}^k-v_{xc}^l)\,\Delta\Big]. \label{pair}
\end{equation}
The Hartree term is a Coulomb self-energy and is positive. For fully polarized LSDA exchange, $E_x[n,0]=-\tfrac34c_x\int n^{4/3}$ and $v_x=-c_xn^{1/3}$ with $c_x=e^2(6/\pi)^{1/3}$; since $n^{1/3}$ increases with $n$, the integrand $-c_x(n_k^{1/3}-n_l^{1/3})(n_k-n_l)$ is nowhere positive. The meaning is direct. For $\psi_k=\cos t\,\varphi_k+i\sin t\,\varphi_l$ the density is $n_k-\sin^2t\,\Delta$: the two densities are averaged, and a node of one is filled in wherever the other does not vanish. Averaging lowers $U$, which raises $E$, and it lowers $|E_x|$, which lowers $E$. The sign of the sum has to be computed.

\section{A pair of p orbitals}

Q: Can exchange really win? Show me a case done by hand.

A: Take same-spin Slater orbitals $2p_x,2p_y$, $n_x=(\zeta^5/\pi)x^2e^{-2\zeta r}$, with Hartree and LSDA exchange terms and $\zeta=1$ bohr$^{-1}$ as a model parameter. Reflection parity makes $(V^x-V^y)_{xy}=0$, so the pair is stationary in its two-orbital space. The angular factor of $\Delta=n_x-n_y$ is $(3/4\pi)\sin^2\theta\cos2\phi$, which is $(3/4\pi)(16\pi/15)^{1/2}$ times a normalized real harmonic with $l=2$. The multipole expansion gives
\begin{equation}
(\Delta|\Delta)=\frac{4\pi}{5}\cdot\frac{9}{16\pi^2}\cdot\frac{16\pi}{15}F^2=\frac{12}{25}F^2 .
\end{equation}
In the variable $2\zeta r$ the radial distribution is $\xi^4e^{-\xi}d\xi/24$, so
\begin{equation}
F^2=\frac{2e^2(2\zeta)}{24^2}\int_0^\infty\!\eta^6e^{-\eta}\!\int_\eta^\infty\!\xi e^{-\xi}d\xi\,d\eta
=\frac{4e^2\zeta}{576}\Big(\frac{7!}{2^8}+\frac{6!}{2^7}\Big)=\frac{45}{256}e^2\zeta,
\end{equation}
using $\int_\eta^\infty\xi e^{-\xi}d\xi=(\eta+1)e^{-\eta}$. This is $0.35156$ Ry, and the Hartree curvature is $2\times0.48\times0.35156=0.33750$ Ry.

For exchange, symmetry gives $\int(n_x^{1/3}-n_y^{1/3})\Delta=2[\int n_x^{4/3}-\int n_x^{1/3}n_y]$. Both integrals share the radial factor $(\zeta^5/\pi)^{4/3}\int r^{14/3}e^{-8\zeta r/3}dr=\pi^{-4/3}\Gamma(\tfrac{17}{3})(\tfrac38)^{17/3}\zeta$. With $\mu=x/r$, uniform on $[-1,1]$, the sphere averages are $\langle|\mu|^{8/3}\rangle=\tfrac3{11}$ and $\langle|\mu|^{2/3}y^2/r^2\rangle=\tfrac12\langle|\mu|^{2/3}(1-\mu^2)\rangle=\tfrac12(\tfrac35-\tfrac3{11})=\tfrac9{55}$, with difference $\tfrac6{55}$. The exchange curvature is
\begin{equation}
-2c_x\cdot2\pi^{-4/3}\,\Gamma(\tfrac{17}{3})(\tfrac38)^{17/3}\,4\pi\,\tfrac{6}{55}\,\zeta=-0.78294\ {\rm Ry}.
\end{equation}
The total is $0.33750-0.78294=-0.44544$ Ry. Both terms are linear in $\zeta$, so the sign holds for any $\zeta$ in this model. Finite differences of the energy computed by quadrature give $0.33750$ and $-0.78292$ Ry. At $t=\pi/4$ the orbitals are $p_{\pm}$ up to phases, and the energy has fallen by $0.03831$ Ry.

Q: The real rotation of the same pair is a rigid rotation and costs nothing. Is that consistent with your blocks?

A: It is an independent check of the kernel factor. For one pair the kernel-free part of Eq.~(\ref{oooo}) does not depend on $s$, so $A^X_{kl,kl}=A^Y_{kl,kl}-4(K^l_{kk}+K^k_{ll})$, and $A^X=0$ requires $A^Y=8K^y_{xx}$. The overlap density $\varphi_x\varphi_y$ has the angular factor $(3/4\pi)\tfrac12\sin^2\theta\sin2\phi$, half the amplitude of $\Delta$, so its self-energy is $\tfrac14\cdot\tfrac{12}{25}F^2$, and eight times this is $2\cdot\tfrac{12}{25}F^2$. The exchange kernel is $-\tfrac13c_xn_y^{-2/3}$, so the exchange part of $8K^y_{xx}$ is $-\tfrac83c_x\int n_y^{1/3}n_x$, with angular factor $\tfrac83\cdot\tfrac9{55}=\tfrac{24}{55}$, equal to $2\cdot2\cdot\tfrac6{55}$. Both parts match.

Q: Real orbitals have nodes, where $n^{-2/3}$ diverges. Does the Hessian exist?

A: For LSDA exchange it does. In $K^i_{pq}$ the kernel is multiplied by $\varphi_i^2$, leaving the bounded factor $|\varphi_i|^{2/3}$. For an imaginary rotation, near a node $\varphi\simeq\alpha x$ with admixture $it\chi$, the remainder of $\int n^{4/3}$ beyond order $t^2$, per unit nodal area, is, with $x=t|\chi|\sigma/\alpha$,
\begin{equation}
\frac{(t|\chi|)^{11/3}}{\alpha}\int d\sigma\Big[(\sigma^2+1)^{4/3}-|\sigma|^{8/3}-\tfrac43|\sigma|^{2/3}\Big].
\end{equation}
The integrand falls as $\tfrac29|\sigma|^{-4/3}$, so the integral converges. This nodal contribution is $O(t^{11/3})$: smaller than $t^2$, larger than $t^4$, so it has no fourth derivative at $t=0$. Tails in which the admixture decays more slowly than $\varphi$ can contribute other powers, also smaller than $t^2$. The exponent found numerically for the model is $3.6664$, against $11/3$. For a GGA the behaviour at a node depends on its large-gradient limit and is not derived here; PBE is tested along one direction below.

\section{The test}

Q: What do I do with a converged real solution?

A: Build $A^Y$ for each spin from $F$, $V^i$ and $\lambda$ (the same potentials as for the gradient, but the full matrices $V^i_{pq}$ rather than one column of each), and find its lowest eigenvalue $\omega$ with unit eigenvector $v$. Along $Y=tv$, $E-E_0=\tfrac12\omega t^2+o(t^2)$. If $\omega<0$ the point is not a minimum in the complex space; step along $v$, in either direction since $E$ is even, and reoptimize with complex orbitals. If $\omega>0$ and $A^X$ is positive apart from symmetry modes, the point is a local minimum, which says nothing about other minima. If $\omega=0$ second order does not decide.

Q: Is the small occupied block enough?

A: It is enough to prove instability, not stability. The lowest eigenvalue is the minimum of the Rayleigh quotient, and restricting to occupied vectors cannot lower the minimum, so $\omega\le\omega_{oo}\le\min_{kl}A^Y_{kl,kl}$. To count unstable modes, write $A^Y$ with blocks $A_{oo}$, $B$, $D=A_{ov,ov}$ and vectors $(\theta,\tau)$. If $D$ is positive, completing the square gives
\begin{equation}
\theta^T(A_{oo}-BD^{-1}B^T)\theta+(\tau+D^{-1}B^T\theta)^TD(\tau+D^{-1}B^T\theta).
\end{equation}
This change of variables is invertible, so by Sylvester's law of inertia $A^Y$ and the Schur complement $A_{oo}-BD^{-1}B^T$ have the same number of negative eigenvalues. The subtracted term is positive semidefinite, so relaxation into virtual orbitals can turn a weakly positive occupied mode negative.

\section{The nitrogen atom}

Q: A bare $p$ pair may hybridize instead. Does the instability remain at a true real minimum?

A: Consider quartet nitrogen, spin-unrestricted, Slater exchange with PW92 correlation, cc-pVDZ basis (14 functions), 18880 grid points, nonrelativistic. There are $10+1=11$ occupied and $45+24=69$ occupied-virtual parameters. Starting from the LSDA $1s$ orbital and four $sp^3$ hybrids for spin up, three Newton steps with $A^X$ reduce the largest gradient to $1.7\times10^{-9}$ Ry. The energy is $-108.21824-12.39001+11.15668=-109.4516$ Ry (not converged in the basis: cc-pVTZ lowers it by $0.023$ Ry). The $E_{\rm DFA}$ part lies $0.00725$ Ry above its self-consistent value $-108.22549$ Ry. A rigid rotation has curvature $0.0007$ Ry, the residue of a cancellation between $-0.4929$ Ry without kernels and the kernel terms; it would vanish for rotationally invariant integration, which the angular grid is not, and it falls to $0.0002$ Ry on a grid with 60 radial and 974 angular points. With the three rotations projected out, the lowest eigenvalue of $A^X$ is $+0.5520$ Ry. Apart from rigid rotations, the solution is a local minimum among real orbitals.

The lowest eigenvalues of $A^Y$ are $-0.5202$ Ry (twice), $-0.2906$ Ry (three times) and $+0.1643$ Ry. There are five unstable modes, the lowest with curvature $-7.08$ eV per square radian. The digits belong to this basis and grid. The finer grid, with the same orbitals, shifts these eigenvalues by $0.0004$ Ry. The cc-pVTZ basis moves them to about $-0.526$, $-0.301$ and $+0.144$ Ry, with the same signs and the same five unstable modes. The occupied-virtual block is positive, lowest eigenvalue $1.6269$ Ry, and the Schur complement was tested to have the same number of negative eigenvalues. The occupied block alone gives $-0.5082$ Ry; coupling to virtuals lowers this by $0.0120$ Ry, and the lowest mode has occupied weight $0.9973$. Along the lowest occupied mode the curvature splits as $1.0803-1.5885=-0.5082$ Ry into Hartree and xc parts. Equation (\ref{pair}) for one pair of hybrids gives $1.5173-1.7959=-0.2786$ Ry, so here a single diagonal element already proves instability.

Q: Why the pattern two, three, one?

A: It follows from tetrahedral symmetry. Among four equivalent hybrids, $V^i$ has four distinct elements: $a=V^i_{ii}$, $b=V^i_{ij}$, $c=V^i_{jj}$, $d=V^i_{jk}$. Let $S=\sum_i|y_i|^2$ and let $R$ be the sum of the squared row sums of $Y$, equal to that of the column sums. Then $\sum_iy_i^TV^iy_i=cS+d(R-S)$, and $\sum_{i\ne j}y_i\cdot y_j=|\sum_iy_i|^2-S=R-S$, so
\begin{equation}
Q_Y=(a-c)S+(b-d)(R-S).
\end{equation}
The squared parameter norm is $S/2$, so the curvature is $4Q_Y/S$. The six pairs, the edges of a tetrahedron, span $E+T_2+A_1$. An $E$ mode ($Y_{12}=Y_{34}=-Y_{13}=-Y_{24}$) has $R=0$; a $T_2$ mode ($Y_{12}=-Y_{34}$) has $R=S$; the $A_1$ mode (all equal) has $S=12$, $R=36$ for unit entries. With $u=4(a-c)$, which is the pair curvature, and $v=4(b-d)$, the curvatures are $u-v$, $u$ and $u+2v$. The four $1s$-hybrid rotations span $A_1+T_2$, so the $E$ modes are unmixed in the occupied block: $v=-0.2786+0.5082=0.2296$ Ry. This predicts $-0.2786$ Ry for $T_2$ and $-0.2786+0.4592=0.1806$ Ry for $A_1$. The computed values, $-0.2795$ and $0.1778$ Ry, are lower by $0.0009$ and $0.0028$ Ry, the direction required when higher modes of the same symmetry are admitted.

Q: How do I know the formulas, and not merely their implementation, are right?

A: They were tested against finite differences of the energy itself, evaluated with rotated orbitals; the numerical output lists the values. For one pair of directions per block, the mixed derivatives agree to the four decimals printed: occupied-occupied $1.2295$ (real) and $0.7413$ Ry (imaginary), occupied with up-spin virtual $0.8270$ and $0.6660$ Ry, up-spin occupied-virtual $23.8326$ and $23.6949$ Ry. The cross-spin element is $0.2835$ Ry for real and $0.0000$ for imaginary rotations. These are directional tests, not element-by-element ones, and the coupling of the down-spin pair to down-spin virtuals was not tested separately. The lowest eigenvalue, the Hartree-xc split and the pair formula are reproduced in the same way, and the gradients were tested at the unconverged start. The phase coupling is zero to rounding. The printed $XY$ zero carries little weight, since conjugation symmetry cancels that difference stencil term by term. For PBE, the kernel-free occupied form for the xc term alone gives $-1.6366$ Ry by formula and by difference. The orbitals are not stationary for PBE, so $V^c_{cc'}$ is symmetrized, as the symmetric product $y_i\cdot y_j$ allows; the number tests the formula and is not a PBE stability result.

Q: A curvature of seven electronvolts sounds dramatic. Is the energy gain that large?

A: No. The lowest eigenvalue is doubly degenerate, and the line search follows one arbitrary direction in that plane; the curvature is the same for all such directions, the energy at finite $t$ need not be (two symmetric directions in the plane give line minima $0.0331$ and $0.0321$ Ry below the real solution). Along this direction the energy has its minimum near $t=0.64$ rad (search tolerance $0.005$ rad), $0.0330$ Ry below the real solution, while the quadratic term would give $\tfrac12(0.5202)(0.64)^2\approx0.11$ Ry. In a finite basis the unitary matrices $e^{itY}$ form a bounded set, so the energy stays bounded while the quadratic term grows as $t^2$. The model behaves alike: it gains $0.03831$ Ry at $t=\pi/4$, against $\tfrac12(0.44544)(\pi/4)^2=0.137$ Ry from the quadratic term. A negative curvature proves that the energy can be lowered, but does not tell by how much. Full complex relaxation from that point reaches $-109.4867$ Ry, with largest gradient $1.2\times10^{-5}$ Ry: $0.0351$ Ry, or $0.48$ eV, below the real minimum, of which the line search along that one direction had found about 94 per cent. That point is stationary to the stated gradient. Its own Hessian, in which conjugation no longer separates $X$ from $Y$, was not computed, so it is not shown to be a minimum, local or global. The value belongs to this functional and basis. It is unchanged to the digits shown on the finer grid with the same orbitals; its change with the basis was not determined.

\section*{Computed results}
\begin{verbatim}
model 2p pair: zeta = 1.0 1/bohr, F2 = 0.35156 Ry
model Hartree curvature formula/FD: 0.33750 0.33750 Ry
model exchange curvature formula/FD: -0.78294 -0.78292 Ry
model total curvature: -0.44544 Ry; E(pi/4)-E(0) = -0.03831 Ry
model remainder exponent: 3.6664
gradient oo at start, formula/FD: 0.736612 0.736612 Ry
gradient ov at start, formula/FD: 0.392643 0.392643 Ry
N atom: 14 basis functions, 18880 grid points, 11+69 rotations (oo+ov)
E(LSDA SCF) = -108.22549 Ry; E(PZ, sp3 start) = -109.39240 Ry
E(PZ real) = -109.45156 Ry after 3 Newton steps, max gradient 1.7e-09 Ry
  parts: E_DFA -108.21824, sum U 12.39001, sum Exc -11.15668 Ry
eig lambda up (Ry): -31.3331 -2.1027 -1.1290 -1.1290 -1.1290
eig lambda dn (Ry): -31.2018 -1.5883
block u.A.v (Ry): real formula, FD | imaginary formula, FD
  oo,oo        1.2295 1.2295 | 0.7413 0.7413
  oo,ov-up     0.8270 0.8270 | 0.6660 0.6660
  ov-up,ov-up  23.8326 23.8326 | 23.6949 23.6949
  ov-dn,ov-dn  46.3062 46.3062 | 46.2024 46.2024
  ov-up,ov-dn  0.2835 0.2835 | 0.0000 0.0000
FD X-Y coupling 0.0e+00 Ry; FD phase-Y coupling 0.0e+00 Ry
rigid rotation curvature: 0.0007 Ry (without kernels -0.4929 Ry)
real Hessian, rotations removed, lowest (Ry): 0.5520 0.5520 0.5520 1.6162 1.6162
imaginary Hessian lowest (Ry): -0.5202 -0.5202 -0.2906 -0.2906 -0.2906 0.1643 1.6269 1.6269
imaginary oo block lowest (Ry): -0.5082 -0.5082 -0.2795 -0.2795 -0.2795 0.1778 3.2655 3.2655
imaginary ov block lowest 1.6269 Ry; negative modes: 5
oo weight of lowest mode: 0.9973; lowest eigenvalue -7.078 eV
FD curvature along lowest mode: -0.5202 Ry
lowest oo mode: Hartree 1.0803 (FD 1.0803), xc -1.5885 (FD -1.5885) Ry
hybrid pair: Hartree 1.5173 + xc -1.7959 = -0.2786 Ry (FD -0.2786)
PBE xc curvature, same orbitals and mode: -1.6366 (FD -1.6366) Ry
line minimum: t = 0.639 rad, E-E0 = -0.03303 Ry
relaxed complex: E = -109.4867 Ry, max gradient 1.2e-05 Ry
E(complex)-E(real) = -0.0351 Ry = -0.478 eV
\end{verbatim}
